# Why alternating cycling can reduce trap imprint in a ferroelectric capacitor

**Question.** A hafnia memory capacitor that has held one state for a long time has a hysteresis loop shifted along the voltage axis, so that the held state is favoured. If electron traps cause this imprint, why can alternating the polarization reduce it, when each polarity by itself drives the traps towards an imprint of its own? And when does the remedy fail?

**Answer.** A trap needs time to respond. Under a polarization that reverses sooner than the trap can relax, the trap moves a little towards one favoured occupation, then a little back towards the other. After many reversals these small moves balance at an intermediate occupation. If the capacitor has matched traps at its two interfaces and spends equal times in its two states, both interfaces reach the same average, and the charge difference that shifted the loop disappears.

## How trapped charge shifts the loop

Take a ferroelectric film of thickness $d$ and background permittivity $\varepsilon_f$ between two non-ferroelectric layers, each of thickness $t$ and permittivity $\varepsilon_i$. Fields and polarization $P$ are positive upwards, and $U=V_{\rm bottom}-V_{\rm top}$. The bottom and top inner interfaces carry trap charges $\sigma_1$ and $\sigma_2$ per area. Gauss's law at the two interfaces gives

$$
\varepsilon_fE_F+P-\varepsilon_iE_1=\sigma_1,\qquad
\varepsilon_iE_2-\varepsilon_fE_F-P=\sigma_2 ,
$$

where $E_1,E_F,E_2$ are the fields in the bottom layer, film and top layer. The voltage is $U=tE_1+dE_F+tE_2$. Eliminating $E_1$ and $E_2$,

$$
U=LE_F+\frac{2tP}{\varepsilon_i}-\frac{t}{\varepsilon_i}(\sigma_1-\sigma_2),
\qquad L=d+\frac{2t\varepsilon_f}{\varepsilon_i}.
$$

Let the loop be measured quickly enough that the trap charges stay fixed, and let the film switch when $E_F$ reaches $\pm E_c$. Just before switching up, $P=-P_r$ and $E_F=E_c$; just before switching down, both signs are reversed. The switching voltages are therefore

$$
U_\pm=\pm\left(E_cL-\frac{2tP_r}{\varepsilon_i}\right)+\frac{t}{\varepsilon_i}(\sigma_2-\sigma_1).
$$

The bracket cancels in their mean, which is the imprint voltage. With $N$ traps per area, electron occupation $f$, and a fixed background that neutralizes half filling, $\sigma=-qN(f-\tfrac12)$, so

$$
U_{\rm imp}=\frac{U_++U_-}{2}=-V_0(f_2-f_1),\qquad V_0=\frac{qNt}{\varepsilon_i}.
$$

In the up state, positive bound charge at the top interface attracts electrons, while negative bound charge at the bottom repels them. Hence $f_2>f_1$ and $U_{\rm imp}<0$. Writing down then needs a larger voltage magnitude, and writing up a smaller one: the stored state is favoured.

## The two favoured occupations

Let the capacitor rest at $U=0$ between short write pulses. Without trap charge, the voltage equation gives $E_F=-2tP_r/(\varepsilon_iL)$ in the up state. The displacement is then

$$
\varepsilon_fE_F+P_r=P_r\left(1-\frac{2t\varepsilon_f}{\varepsilon_iL}\right)=\frac{P_rd}{L},
$$

because $L-2t\varepsilon_f/\varepsilon_i=d$. Each interface layer carries the field $P_rd/(\varepsilon_iL)$. Relative to the Fermi level of the adjacent electrode, this lowers the top trap level and raises the bottom one by

$$
w=\frac{qtP_rd}{\varepsilon_iL}.
$$

Call the attractive condition A and the repulsive condition R. If the level is $\epsilon_0$ at zero field, equilibrium with the electrode gives, with spin degeneracy left out,

$$
f_{A,R}=\frac{1}{1+\exp[(\epsilon_0\mp w)/k_BT_{\rm abs}]},
$$

with the upper sign for A. For capture rate $c_s$ and emission rate $e_s$ in condition $s$,

$$
\dot f=c_s(1-f)-e_sf=k_s(f_s-f),\qquad k_s=c_s+e_s,\quad f_s=\frac{c_s}{k_s}.
$$

The rates are taken as independent of the trapped charge. After a long up hold, $f_2=f_A$ and $f_1=f_R$, so the imprint is $-V_0(f_A-f_R)$.

## What alternation does

Let each state last $T/2$, and define $a=e^{-k_AT/2}$ and $r=e^{-k_RT/2}$. In the periodic state, let $x$ be a trap's occupation at the end of A and $y$ that at the end of R. Solving the rate equation over each half-cycle gives

$$
x=f_A(1-a)+ay,\qquad y=f_R(1-r)+rx .
$$

Inserting each equation into the other,

$$
x=\frac{f_A(1-a)+f_Ra(1-r)}{1-ar},\qquad
y=\frac{f_R(1-r)+f_Ar(1-a)}{1-ar}.
$$

In $x-y$, both occupations acquire the factor $(1-a)(1-r)$, with opposite signs:

$$
x-y=(f_A-f_R)S,\qquad S=\frac{(1-a)(1-r)}{1-ar}.
$$

When an up dwell ends, the top trap is at $x$ and the bottom trap, half a period out of step, is at $y$. Thus $S$ is the fraction of the hold imprint present at that moment. When a down dwell ends, the imprint has the same size and the opposite sign.

For fast alternation, $1-a\simeq k_AT/2$, $1-r\simeq k_RT/2$ and $1-ar\simeq(k_A+k_R)T/2$. To leading order,

$$
x,y\to\bar f=\frac{k_Af_A+k_Rf_R}{k_A+k_R},\qquad
S\simeq\frac{k_Ak_RT}{2(k_A+k_R)}.
$$

The average is weighted by rates. At equal distances from the two favoured occupations, a trap would move further in the condition where it responds faster. The two moves therefore balance only when the occupation lies closer to the favoured value of that faster condition. It is the midpoint of $f_A$ and $f_R$ when $k_A=k_R$. In that case $a=r$ and $S=(1-a)/(1+a)=\tanh(k_AT/4)$.

For slow alternation, $a,r\to0$ and $S\to1$: the trap follows each polarity, and the imprint changes sign with the state. Between these limits, $1-ar$ is at least as large as both $1-a$ and $1-r$, so $S$ cannot exceed the smaller of those two quantities. A small swing therefore needs only one of the two half-cycles to be short compared with its relaxation time. The common occupation may then lie close to one favoured value, but matched interfaces still cancel.

## Why frequency alone is not enough

Start from a long up hold and apply cycles consisting of a down dwell followed by an up dwell. The rate equation is linear, so a trap's deviation from its periodic solution is multiplied by $a$ in each A dwell and by $r$ in each R dwell. Both interfaces acquire the factor $ar$ per cycle. After $n$ cycles the remaining fraction is

$$
g_n=S+(1-S)(ar)^n,\qquad
(ar)^n=\exp\left[-\frac{k_A+k_R}{2}\,nT\right].
$$

The exponent contains the elapsed time $nT$, not the number of cycles separately. Raising the frequency reduces the final ripple $S$, but does not hasten the approach to the average while the rates stay fixed. This holds as long as the exchange at rest outweighs the exchange during the write pulses, which fails at short periods (see the last section).

## A 10 nm example at 85 °C

Take $d=10$ nm, $t=0.5$ nm, both relative permittivities 30, $P_r=15$ uC/cm2, $E_c=1.2$ MV/cm, $N=3\times10^{13}$ cm$^{-2}$ and $\epsilon_0=0.10$ eV. Then $L=10+2(0.5)=11$ nm and $w=0.257$ eV. The trap levels are $-0.157$ eV in A and $0.357$ eV in R. With $k_BT_{\rm abs}=0.0309$ eV, this gives $f_A=0.994$ and $f_R\approx10^{-5}$.

The scale $V_0$ is 90.5 mV, so a long up hold gives

$$
U_{\rm imp}=-90.48\times0.9938\approx-89.9\ {\rm mV},
$$

or $-0.090$ MV/cm when divided by the film thickness. The voltage for writing down changes from $-0.755$ to $-0.845$ V.

Choose $k_A=0.020$ s$^{-1}$ and $k_R=0.005$ s$^{-1}$. The fast average is $0.020(0.994)/0.025=0.795$, well above the midpoint 0.497. At a period of 0.1 s,

$$
S\simeq\frac{(0.020)(0.005)(0.1)}{2(0.025)}=2.0\times10^{-4},
$$

which leaves a ripple of 0.018 mV. At 200 s the fraction is 0.37, and at 4000 s it is 1.00 to the digits shown.

The recovery time is $2/(k_A+k_R)=80$ s. A burst of 4000 cycles at 0.1 s lasts 400 s and leaves $e^{-5}+0.0002\approx0.0069$ of the imprint, or $-0.62$ mV. The same number of cycles at 0.01 s lasts 40 s and leaves $e^{-0.5}\approx0.61$, or $-54.5$ mV. The faster burst does less because it is shorter.

## When an imprint remains or returns

**Unequal dwells.** Let the up state occupy a fraction $D$ of a fast cycle. Zero net change of the top trap requires $Dk_A(f_A-f_2)+(1-D)k_R(f_R-f_2)=0$, hence

$$
f_2=f_R+(f_A-f_R)\frac{Dk_A}{Dk_A+(1-D)k_R}.
$$

The bottom trap has $D$ and $1-D$ exchanged. On subtraction, the numerator is $k_Ak_R[D^2-(1-D)^2]=k_Ak_R(2D-1)$, because the terms in $k_A^2$ cancel. The remaining fraction is

$$
\frac{f_2-f_1}{f_A-f_R}=
\frac{k_Ak_R(2D-1)}{[Dk_A+(1-D)k_R][(1-D)k_A+Dk_R]}.
$$

For $D=0.75$ it is 0.35, or $-31.6$ mV, however fast the cycling.

**One active interface.** If only the top traps exist, the shift is $-V_0(f_2-\tfrac12)$. It is $-44.7$ mV after an up hold, $+45.2$ mV after a down hold and $-26.7$ mV under fast cycling. Cycling removes the memory of the last hold but leaves an offset. That offset depends on the assumed background charge; with a background that neutralizes $f_R$ instead, cycling after a down hold would create a shift.

**A new hold.** Starting from $\bar f$, the top trap relaxes towards $f_A$ and the bottom one towards $f_R$. The initial gaps are $k_R/(k_A+k_R)=0.2$ and $k_A/(k_A+k_R)=0.8$ of $f_A-f_R$. After 60 s in the up state the imprint has regained the fraction

$$
0.2(1-e^{-1.2})+0.8(1-e^{-0.3})=0.35 .
$$

Cycling has reset the traps, not removed them.

## Beside a real capacitor

The thickness, polarization and coercive field are rough values for hafnia-based films; the interface-layer thickness and permittivity and the trap density, levels and rates are chosen. The assumption of a single pair of rates strongly affects the predicted recovery. If both rates are multiplied by a common factor spread evenly on a logarithmic scale from 0.01 to 100, and every trap starts fully imprinted, 27% of the imprint remains after 400 s instead of 0.7%, and 6% after 4000 s. Temperature matters too. With an assumed attempt rate of $10^{13}$ s$^{-1}$, the chosen rates imply barriers of 1.04 and 1.09 eV, and the recovery time grows from 80 s to about 21 h at 25 °C. An elastic tunnelling estimate through the interface layer gives about $2\times10^{-12}$ s, so such slow rates need a further barrier, assumed here to come from lattice relaxation around the trap. The ratio $k_A/k_R=4$ is a free choice and does not follow from that barrier. In a symmetric (Marcus) relaxation model the rate grows with the driving force, which is 0.357 eV in R against 0.157 eV in A, so $k_R$ would be about 20 times $k_A$. With $k_A=0.020$ s$^{-1}$ the common occupation would then lie near 0.05, the recovery time near 5 s, and the single-interface offset under cycling would be positive. Matched interfaces would still cancel.

The hold imprint itself is less sensitive. Letting trapped charge move the trap levels changes it from $-89.9$ to $-88.5$ mV; spin degeneracy changes it to $-90.2$ mV. The rates are another matter. Just after the film switches away from a long-held state, the trapped charge shifts the levels by about 0.04 eV, which is more than $k_BT_{\rm abs}$. If the barriers follow, the rates can change severalfold, and with them the recovery and the common occupation. The fixed rates used here leave this out. A 2.5 V, 1 us write pulse adds 0.114 V across an interface layer. If all of this lowered the trap barrier, exchange would be 40 times faster, yet at a 0.1 s period the pulse would contribute only about 0.08% of the exchange at rest. This share grows as $1/T$: with the full factor of 40 it equals the exchange at rest near $T=80$ us, and at $T=10$ us the recovery time would fall from 80 s to about 9 s. At such periods the number of pulses matters, and faster cycling does hasten the recovery. A drive that keeps voltage applied throughout each half-cycle needs rates and occupations for that bias.

Without trap charge, the interface-layer field is 5.1 MV/cm at rest and 7.4 MV/cm in the pulse, high enough to make breakdown a concern. Just after the film switches away from a long-held state, the trapped charge raises these values to about 6.0 and 8.2 MV/cm. It also raises the opposing film field at rest from 0.43 to 0.50 of $E_c$, so regions with a low coercive field could switch back. These margins depend on the chosen layer permittivity: at a relative value of 15 the opposing field without trap charge is already $0.78E_c$, and at 10 it exceeds $E_c$, so the stored state assumed here would not be stable. Defect motion and trap creation during cycling are also left out, and their effect is not estimated here. The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
film, interface layer: 10.0, 0.5 nm
relative permittivity film, layer: 30, 30
polarization: 15.0 uC/cm2
coercive field: 1.20 MV/cm
trap density per interface: 3.0e+13 cm^-2
full trap charge qN: 4.81 uC/cm2
temperature, kT: 358.15 K, 0.0309 eV
zero-field trap level: 0.10 eV
effective length L: 11.00 nm
level shift w: 0.2567 eV
trap level in A, R: -0.1567, 0.3567 eV
favoured occupation fA, fR: 0.9938, 9.57e-06
rates kA, kR: 0.020, 0.005 1/s
rate-weighted average occupation: 0.7950
midpoint of fA and fR: 0.4969
imprint scale qNt/eps: 90.48 mV
imprint after long up hold: -89.91 mV
same, divided by film thickness: -0.0899 MV/cm
switching voltage without imprint: +/-0.7553 V
after hold, to write up, down: 0.6654, -0.8452 V
period 0.1 s: fraction 2.000e-04, -0.0180 mV
period 10 s: fraction 2.000e-02, -1.7979 mV
period 200 s: fraction 3.706e-01, -33.3259 mV
period 4000 s: fraction 1.000e+00, -89.9096 mV
recovery time 2/(kA+kR): 80.0 s
burst 4000 cycles, 400 s: fraction 0.00694, -0.624 mV
burst 4000 cycles, 40 s: fraction 0.6065, -54.54 mV
burst 40000 cycles, 400 s: fraction 0.00676
up-state share 0.75: fraction 0.3518, -31.63 mV
new up hold 60 s: fraction 0.3471, -31.21 mV
top traps only, up hold: -44.68 mV
top traps only, down hold: 45.24 mV
top traps only, fast cycling: -26.69 mV
with charge feedback, hold: -88.50 mV
with charge feedback, after 400 s burst: -0.540 mV
rates spread x0.01 to x100, fraction left after 400 s: 0.270
same spread, after 4000 s: 0.063
hold imprint with spin degeneracy 2: -90.19 mV
layer field at rest, in pulse: 5.13, 7.41 MV/cm
film field at rest: -0.513 MV/cm
film field at rest / coercive field: 0.428
write pulse: 2.5 V, 1.0 us
extra layer drop in pulse: 0.1136 V
largest pulse rate gain exp(drop/kT): 39.7
pulse share of trap exchange, period 0.1 s: 7.9e-04
assumed attempt rate: 1e+13 1/s
implied barriers A, R: 1.045, 1.087 eV
recovery time at 298.15 K: 21.2 h
tunnel mass, barrier: 0.2 m_e, 1.5 eV
elastic tunnelling time through layer: 1.7e-12 s
```
